# From a terrace-width exponent to the step repulsion strength

**Question**

I have a terrace-width distribution from a vicinal surface. With widths scaled by their mean, $s=x/\ell$, the fit gives $P(s)\propto s^{\rho}$ at small $s$, with $\rho=4$. I want the dimensionless step repulsion

$$\tilde A=\frac{A\tilde\beta}{(kT)^2},$$

where two steps a distance $x$ apart repel with energy $A/x^2$ per unit length and $\tilde\beta$ is the step stiffness. I know that the Calogero–Sutherland model has a coupling of the form $\lambda(\lambda-1)$, with $\lambda$ an exponent. Putting in 4 gives 12, but I am not sure that my exponent is the one meant there. What is $\tilde A$, and how do I get from it to $A$ in real units? I would like to see where each factor comes from.

**Answer**

Your doubt is justified: $\lambda$ is the exponent of a wavefunction, while you measured the exponent of a probability. The factors can be traced from the energy of the steps.

**From steps to a quantum problem**

Let the steps run along $y$, with positions $x_j(y)$. For small slopes their energy is

$$E=\int dy\left[\sum_j\frac{\tilde\beta}{2}\left(\frac{dx_j}{dy}\right)^2+\sum_{i<j}\frac{A}{(x_i-x_j)^2}\right].$$

The steps are in equilibrium and do not cross. Build up the Boltzmann sum slice by slice along $y$, and let $\phi(x_1,x_2,\dots;y)$ be the summed weight of all paths that arrive at given positions. In a slice of length $\Delta y$, the stiffness term gives each displacement the weight $\exp[-\tilde\beta(\Delta x)^2/(2kT\Delta y)]$, a Gaussian of variance $kT\Delta y/\tilde\beta$. Averaging a smooth function over a narrow Gaussian adds half the variance times the second derivative. The repulsion $V$ multiplies the weight by $1-V\Delta y/kT$. Together,

$$\frac{\partial\phi}{\partial y}=\frac{kT}{2\tilde\beta}\sum_j\partial_j^2\phi-\frac{V}{kT}\phi=-\frac{1}{kT}H\phi,$$

$$H=-\frac{(kT)^2}{2\tilde\beta}\sum_j\partial_j^2+\sum_{i<j}\frac{A}{(x_i-x_j)^2}.$$

This is a Schrödinger operator in which $kT$ stands for $\hbar$ and $\tilde\beta$ for the mass. Over a long distance the component with the lowest eigenvalue, $\Psi_0$, dominates. At a cross-section far from both ends, one factor $\Psi_0$ comes from the paths on each side, so the probability of a set of step positions is $\Psi_0^2$.

Multiplying $H$ by $2\tilde\beta/(kT)^2$ gives

$$-\sum_j\partial_j^2+2\tilde A\sum_{i<j}\frac{1}{(x_i-x_j)^2}.$$

The 2 in front of $\tilde A$ comes from the 2 in the kinetic term.

**What happens when two steps approach**

Use $x=x_1-x_2$ and $X=(x_1+x_2)/2$. Then $\partial_1=\partial_x+\tfrac12\partial_X$ and $\partial_2=-\partial_x+\tfrac12\partial_X$, so that $\partial_1^2+\partial_2^2=2\partial_x^2+\tfrac12\partial_X^2$. As $x\to0$, the terms of order $\psi/x^2$ must cancel among themselves:

$$-2\psi''+\frac{2\tilde A}{x^2}\psi=0.$$

With $\psi=x^\lambda$, $\psi''=\lambda(\lambda-1)x^{\lambda-2}$, and hence

$$\tilde A=\lambda(\lambda-1).$$

The distribution of widths is built from the square of the wavefunction, so $P(s)\propto s^{2\lambda}$ and $\rho=2\lambda$. Substituting $\lambda=\rho/2$,

$$\tilde A=\frac{\rho}{2}\left(\frac{\rho}{2}-1\right)=\frac{\rho(\rho-2)}{4}.$$

For your exponent, $\lambda=2$ and

$$\tilde A=\frac{4\times2}{4}=2.$$

Your value of 12 belongs to $\lambda=4$, which would require a measured exponent $\rho=8$.

Going the other way, $\rho^2-2\rho-4\tilde A=0$ has the roots $\rho=1\pm\sqrt{1+4\tilde A}$. For $\tilde A=2$ these are 4 and $-2$. For any $\tilde A>0$ the lower root is negative, and the mean repulsion energy, proportional to $\int P(s)\,s^{-2}ds$, would diverge at contact. The physical branch is therefore

$$\rho=1+\sqrt{1+4\tilde A}.$$

Two limits help in reading an exponent. With no energetic repulsion, $\tilde A=0$ and $\rho=2$: narrow terraces are still rare, because steps that cannot cross lose freedom to wander when they are close. For strong repulsion, $\rho\approx1+2\sqrt{\tilde A}$. A fitted exponent between 1 and 2 would give a negative $\tilde A$, meaning attraction.

**Does the relation survive with many steps?**

Yes. The balance at contact involves only the two steps that meet, so the others do not change the exponent. If all pairs repel as $1/x^2$, the whole ground state can be written down. Put $N$ steps on a ring of length $L$ and write $\kappa=\pi/L$. Summing over periodic images replaces $1/x^2$ by $\kappa^2/\sin^2\kappa x$. Try

$$\Psi=\prod_{i<j}|\sin\kappa x_{ij}|^\lambda,\qquad x_{ij}=x_i-x_j.$$

Its logarithmic derivative is $\phi_j=\partial_j\ln\Psi=\lambda\kappa\sum_{k\ne j}\cot\kappa x_{jk}$, and $\partial_j^2\Psi/\Psi=\partial_j\phi_j+\phi_j^2$. Let $S=\sum_{i<j}1/\sin^2\kappa x_{ij}$. Each pair occurs twice in a sum over $j$ and $k$, so

$$\sum_j\partial_j\phi_j=-2\lambda\kappa^2S.$$

In $\sum_j\phi_j^2$, the squared cotangents give $\lambda^2\kappa^2[2S-N(N-1)]$, since $\cot^2u=1/\sin^2u-1$. The cross terms involve three steps. For $a+b+c=0$, the addition formula $\cot(a+b)=(\cot a\cot b-1)/(\cot a+\cot b)$ and $\cot c=-\cot(a+b)$ give

$$\cot a\cot b+\cot b\cot c+\cot c\cot a=1.$$

Take $a=\kappa x_{12}$, $b=\kappa x_{23}$, $c=\kappa x_{31}$. Each product in the cross terms has one argument reversed, for example $\cot\kappa x_{12}\cot\kappa x_{13}=-\cot a\cot c$, and each occurs twice. A triple therefore contributes $-2$. There are $N(N-1)(N-2)/6$ triples, so

$$\sum_j\phi_j^2=\lambda^2\kappa^2\left[2S-N(N-1)-\frac{N(N-1)(N-2)}{3}\right]=\lambda^2\kappa^2\left[2S-\frac{N(N^2-1)}{3}\right].$$

Adding the two parts and changing the sign,

$$-\sum_j\frac{\partial_j^2\Psi}{\Psi}+2\lambda(\lambda-1)\kappa^2S=\frac{\lambda^2\pi^2N(N^2-1)}{3L^2}.$$

The right side is constant, so $\Psi$ is an eigenfunction if $2\tilde A=2\lambda(\lambda-1)$, the same condition as for two steps. It has no zero between contacts, so it cannot be orthogonal to the positive ground state; it is the ground state. As a numerical test, I took this product with $\lambda=2$ for five steps, evaluated the kinetic term by finite differences at 30 random arrangements, and solved for the coupling that makes the total constant. It came out as $\tilde A=2.000000$.

**How to read the exponent from data**

Few terraces are narrow enough to show the limiting power law, so it is better to obtain $\rho$ by fitting the whole distribution to the generalized Wigner surmise,

$$P(s)=a\,s^\rho e^{-bs^2}.$$

Two steps held together by a parabolic trap have this form. Their relative equation is $-\psi''+\tilde A\psi/x^2+c^2x^2\psi=\varepsilon\psi$. The trial function $\psi=x^\lambda e^{-cx^2/2}$ has

$$\frac{\psi''}{\psi}=\frac{\lambda(\lambda-1)}{x^2}-c(2\lambda+1)+c^2x^2,$$

so it is a solution with $\varepsilon=c(2\lambda+1)$, and $\psi^2=x^{2\lambda}e^{-cx^2}$. For many steps the surmise is an approximation.

From $\int_0^\infty s^ne^{-bs^2}ds=\tfrac12b^{-(n+1)/2}\,\Gamma(\tfrac{n+1}{2})$, the condition of unit mean fixes $b$, and the second moment then gives the variance:

$$b=\left[\frac{\Gamma(\frac{\rho+2}{2})}{\Gamma(\frac{\rho+1}{2})}\right]^2,\qquad\sigma^2=\frac{\rho+1}{2b}-1.$$

For $\rho=4$, $\Gamma(3)=2$ and $\Gamma(5/2)=3\sqrt\pi/4$, so $b=64/(9\pi)=2.2635$ and $\sigma^2=0.1045$. Sampling $\Psi^2$ for 16 steps with $\lambda=2$ gave a variance of 0.1037, from which the surmise returns $\rho=4.04$. The approximation is good enough here.

A straight line through the narrow-terrace data on a log-log plot is less safe. The local slope of the surmise is

$$\frac{d\ln P}{d\ln s}=\rho-2bs^2,$$

which lies below $\rho$ at any finite $s$. One can also count the terraces narrower than $s$, take the logarithmic slope of that count between $s=0.25$ and $0.40$, and subtract 1. This gives 3.67 for the surmise and 3.62 for the sampled steps, although the limiting exponent is 4 in both. The sampled figure has a counting error of about 0.07; the exact value for the 16-step ring is also 3.67.

**Getting $A$ in real units**

You need the stiffness and the temperature as well. Take $T=1173$ K, $\tilde\beta=0.30$ eV/nm and $\ell=10$ nm. Then $kT=0.1011$ eV and

$$A=\frac{\tilde A(kT)^2}{\tilde\beta}=\frac{2\times(0.1011\ \text{eV})^2}{0.30\ \text{eV/nm}}=0.068\ \text{eV nm}.$$

At the mean spacing the repulsion is $A/\ell^2=0.68$ meV per nm of step length. The standard deviation of the terrace width is $\sqrt{0.1045}\times10$ nm $=3.2$ nm.

The exponent is not a property of the surface alone. With $A$ and $\tilde\beta$ held fixed, raising $T$ by a factor 1.2 lowers $\tilde A$ to $2/1.44=1.39$, and the formula gives $\rho=3.56$. A direct summation over thermal paths of two trapped steps, with the trap also held fixed, gave 3.998 at the original temperature and 3.556 at the higher one, reading $\rho$ from the variance.

**How far to trust the number**

The slope $d\tilde A/d\rho=(\rho-1)/2$ equals 1.5 at $\rho=4$. An uncertainty of $\pm0.2$ in the exponent therefore spreads $\tilde A$ from 1.71 to 2.31, so "2" deserves one decimal at most.

The parameters above are rough values in the regime of vicinal Si(111) at high temperature, where a 10 nm terrace corresponds to a miscut of about 1.8°; the exponent is yours, not a measured value for silicon. A stiffness 30% higher or lower changes $A$ to 0.052 or 0.097 eV nm, without changing $\tilde A$. A temperature 20 K higher raises $A$ by 3.4%. The assumption about range matters when $\rho$ is read from the whole distribution: if only neighbouring steps repelled, a harmonic estimate, which holds for strong repulsion, makes the variance about 5% larger. Applied unchanged to a surface with true $\tilde A=2$, this would give $\rho\approx3.8$ and $\tilde A\approx1.7$, but at this moderate repulsion the harmonic estimate overstates the effect. The ground states of rings of 4 to 6 steps with $\tilde A=2$ have a variance only about 2% larger when only neighbours repel, which reads as $\rho\approx3.9$ and $\tilde A\approx1.85$, some 6 to 8% too low, growing slowly with the number of steps. A correction to the repulsion falling as $1/x^3$, if present with a length scale of one atomic row, 0.33 nm, would be about 3% of the repulsion at the mean spacing. Its share grows on narrower terraces, and its effect on the reading is larger: for two trapped steps it shifts the $\tilde A$ inferred from the variance by about 11%, to about 2.2 if the term is repulsive and 1.8 if it is attractive and cut off at one row. At contact such a term outgrows $1/x^2$, so the pure power law $s^\rho$ no longer holds at the smallest widths. Rounding the terrace widths to whole atomic rows adds about $10^{-4}$ to the variance of $s$. A free step wanders sideways by $\ell$ over a length of about $\tilde\beta\ell^2/kT\approx300$ nm. Its slope over that length is $kT/(\tilde\beta\ell)$, whose square is 0.1%, so the small-slope energy is adequate on that scale. With a vapour pressure of $2\times10^{-10}$ Torr, uncertain by about a factor of two, and an evaporation coefficient of one, sublimation moves the steps by 0.25% of a terrace width in 100 s. At 1.2 times this temperature, 1408 K, the vapour pressure is about 2000 times higher and the same estimate gives several terrace widths in 100 s, so the temperature example above illustrates the model and does not describe silicon in equilibrium.

None of these estimates covers step bunching, which direct-current heating can cause on this surface. If the steps are bunched, the distribution is not the equilibrium one assumed here, and the inversion should not be used. The remaining computed values are in the numerical output below.

## Numbers as computed

```
Exponent rho (given): 4.0
Dimensionless repulsion: 2.0000
Forward check, exponent: 4.0000
Repulsion from local energies, 5 steps: 2.000000
Ring energy, 5 steps, mean width 1: 63.1655 (dimensionless)
Largest local-energy residual: 1.3e-09 (dimensionless)
Contact exponent from diagonalization: 3.993
Surmise a, b for rho=4: 11.5975, 2.2635
Surmise variance for rho=4: 0.10447
Sampled variance, 16 steps on ring: 0.10369
Exponent fitted to sampled variance: 4.036
Window s=0.25-0.40, exponent sampled: 3.62
Same window, exponent from surmise: 3.67
Temperature: 1173 K
Thermal energy kT: 0.1011 eV
Step stiffness (rough): 0.30 eV/nm
Mean terrace width: 10.0 nm
Step height: 0.314 nm
Miscut angle: 1.80 degrees
Standard deviation of width: 3.23 nm
Repulsion coefficient A: 0.0681 eV nm
Repulsion at mean width A/l^2: 0.681 meV/nm
Exponent from thermal paths: 3.998
Exponent from paths at 1.2 T, same A: 3.556
Exponent predicted at 1.2 T: 3.560
Sensitivity d(repulsion)/d(rho): 1.500
Repulsion for rho=3.8: 1.710
Repulsion for rho=4.2: 2.310
A if stiffness is 30% higher: 0.0524 eV nm
A if stiffness is 30% lower: 0.0973 eV nm
Change of A for +20 K: 3.44 %
Neighbour-only/all-pair variance (harmonic): 1.0523
Exponent read if only neighbours repel: 3.761
Repulsion then inferred: 1.655
Atomic row spacing: 0.333 nm
Row spacing / mean width (next elastic term): 3.33 %
Variance added by lattice rounding: 9.2e-05
Step slope scale kT/(stiffness*l): 0.0337
Slope scale squared: 0.114 %
Vapour pressure (rough): 2e-10 Torr
Time to sublime one bilayer: 4.0e+04 s
Step advance in 100 s / mean width: 0.25 %
```
